# Current-driven transverse wall in a round nanowire: threshold, speed and rotation

To size the current pulse that shifts a domain wall by one bit length, one must decide whether to subtract a threshold current first, and whether the wall width has to be computed at all. For a transverse wall in a round wire free of pinning, the theorem below answers no to both. The width enters when the wall's angle matters, for example at a read-out sensitive to the transverse magnetization.

## Setting and conventions

The wire lies along $z$, with cross-section $S$ and radius $R$. The unit magnetization is uniform over each cross-section,
$$\mathbf m=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta),$$
and a prime means $\partial_z$. The energy per area is
$$E=\int\left[A|\mathbf m'|^2+K\sin^2\theta\right]dz .$$
A long round wire has transverse demagnetizing factor $1/2$ and axial factor zero. A soft wire, thin compared with the wall width, therefore has $K=\tfrac12\mu_0M_s^2\cdot\tfrac12=\mu_0M_s^2/4$. No term depends on $\varphi$ itself: this is the absence of transverse anisotropy.

With $\gamma>0$ and effective field $\mathbf B=-M_s^{-1}\,\delta E/\delta\mathbf m$ in tesla,
$$\mathbf m_t=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\mathbf m_t-u\,\mathbf m'+\beta u\,\mathbf m\times\mathbf m'. \tag{1}$$
Here $\alpha$ is the damping and $\beta$ the nonadiabaticity. The drift velocity $u$, positive along the electron flow, is
$$u=\frac{PJ\hbar\gamma}{2eM_s},$$
for current density $J$ and polarization $P$.

The value of $u$ follows from counting angular momentum. Electrons whose spins follow $\mathbf m$ through the wall each change their spin by $\hbar$, at a net rate $PJS/e$. Displacing the wall at speed $V$ reverses magnetization at the rate $2M_sSV$, which is an angular momentum rate $2M_sSV/\gamma$. Equating the two gives $V=u$. For $P>0$, electrons leaving a $+z$ domain lose moment along $+z$ and the magnet gains it, so that domain grows and the wall follows the electrons. The wall width never enters this count.

Let $s=+1$ for a head-to-head wall ($\theta$ runs from $0$ to $\pi$ along $z$) and $s=-1$ for a tail-to-tail wall.

## Theorem

Let $\Delta=\sqrt{A/K}$. For any uniform drive $u(t)$, equation (1) has a solution in which the static wall profile moves rigidly at velocity $V$ and turns about the axis at rate $\Omega$, with
$$V=\frac{1+\alpha\beta}{1+\alpha^2}\,u,\qquad \Omega=\frac{s\,(\beta-\alpha)}{1+\alpha^2}\,\frac{u}{\Delta}. \tag{2}$$

So $V\neq0$ for every $u\neq0$ (with $\alpha,\beta\ge0$): there is no intrinsic threshold. $V$ does not contain $\Delta$. At fixed $\alpha$, $u$ and $\Delta$, $\Omega$ is proportional to $\beta-\alpha$.

### Lemma 1: the static wall

A static wall with constant $\varphi$ obeys $\theta'=s\sin\theta/\Delta$, hence
$$\cos\theta=-s\tanh\frac{z-X}{\Delta},\qquad \sin\theta=\operatorname{sech}\frac{z-X}{\Delta}.$$

*Proof.* With $\varphi'=0$, the energy density is $A\theta'^2+K\sin^2\theta$. Its variation gives $2A\theta''=2K\sin\theta\cos\theta$, or $\theta''=\sin\theta\cos\theta/\Delta^2$. Multiplying by $2\theta'$ gives $(\theta'^2)'=(\sin^2\theta)'/\Delta^2$. Both $\theta'$ and $\sin\theta$ vanish far away, so the integration constant is zero and $\theta'^2=\sin^2\theta/\Delta^2$. The sign of the root is $s$. Then $(\cos\theta)'=-\sin\theta\,\theta'=-s(1-\cos^2\theta)/\Delta$, which integrates to the stated $\tanh$. $\square$

### Lemma 2: equations for the angles

Let $\mathbf e_\theta,\mathbf e_\varphi$ be the unit vectors of increasing $\theta,\varphi$. Then
$$\theta_t=\gamma B_\varphi-\alpha\sin\theta\,\varphi_t-u\theta'-\beta u\sin\theta\,\varphi', \tag{3}$$
$$\sin\theta\,\varphi_t=-\gamma B_\theta+\alpha\theta_t-u\sin\theta\,\varphi'+\beta u\theta'. \tag{4}$$

*Proof.* The derivatives are $\mathbf m_t=\theta_t\mathbf e_\theta+\sin\theta\,\varphi_t\mathbf e_\varphi$ and likewise for $\mathbf m'$. Since $\mathbf m\times\mathbf e_\theta=\mathbf e_\varphi$ and $\mathbf m\times\mathbf e_\varphi=-\mathbf e_\theta$,
$$-\gamma\mathbf m\times\mathbf B=\gamma B_\varphi\mathbf e_\theta-\gamma B_\theta\mathbf e_\varphi,\qquad \mathbf m\times\mathbf m_t=-\sin\theta\,\varphi_t\mathbf e_\theta+\theta_t\mathbf e_\varphi,$$
and the same pattern holds for $\mathbf m\times\mathbf m'$. Collecting components of (1) gives (3) and (4). $\square$

### Proof of the theorem

Insert $\theta=\theta_0(z-X(t))$ and $\varphi=\varphi(t)$, where $\theta_0$ is the profile of Lemma 1. This profile makes $B_\theta=0$. Because $\varphi$ is uniform and the energy does not depend on it, $B_\varphi=0$, whatever the angle. Put $V=\dot X$, $\Omega=\dot\varphi$, so that $\theta_t=-V\theta'=-Vs\sin\theta/\Delta$. Equations (3) and (4) become
$$-\frac{sV}{\Delta}\sin\theta=-\alpha\Omega\sin\theta-\frac{su}{\Delta}\sin\theta,\qquad
\Omega\sin\theta=\frac{s(\beta u-\alpha V)}{\Delta}\sin\theta .$$
The common factor $\sin\theta$ cancels, so both hold at every $z$ if
$$V=u+\alpha s\Delta\,\Omega,\qquad \Omega=\frac{s(\beta u-\alpha V)}{\Delta}. \tag{5}$$
The first line was multiplied by $-s\Delta$, using $s^2=1$. Substituting the second into the first,
$$V=u+\alpha\beta u-\alpha^2V\ \Rightarrow\ (1+\alpha^2)V=(1+\alpha\beta)u .$$
Then
$$\beta u-\alpha V=\frac{\beta+\alpha^2\beta-\alpha-\alpha^2\beta}{1+\alpha^2}\,u=\frac{\beta-\alpha}{1+\alpha^2}\,u,$$
which gives $\Omega$. Time derivatives of $u$ never appeared, so $u(t)$ is arbitrary. $\square$

The proof shows that the solution exists, not that it is stable. Direct integration of (1) on a grid, which does not assume a rigid wall, stayed on it in the cases run. With lengths in $\Delta_0$ and times in $1/\omega_0$, where $\omega_0=2\gamma K_0/M_s$ for a reference $K_0$, and with $\alpha=0.1$, $\beta=0.3$, $u=0.1$, formula (2) gives $V=0.10198$ and $\Omega=0.01980$. The integration gave $0.10196$ and $0.01980$. Halving $K$, which widens the wall by $\sqrt2$, left $V$ at $0.10198$ and lowered $\Omega$ to $0.01400$. A current fifty times smaller, with $\beta=0$, still moved the wall at the predicted $0.00198$.

## Remarks on the meaning

**Two balances.** In (5) the adiabatic torque carries the wall at $u$. The nonadiabatic torque acts like an axial field and tends to turn the wall, while damping of the translation turns it the other way. At $\beta=\alpha$ they cancel. Equation (1) then reads
$$(\mathbf m_t+u\mathbf m')=-\gamma\mathbf m\times\mathbf B+\alpha\mathbf m\times(\mathbf m_t+u\mathbf m'),$$
so any static texture of a uniform wire is carried along unchanged at $u$. The rotation sense reverses between the two wall types.

**No inertia.** Integrating (2) in time gives a displacement proportional to $\int u\,dt$. The wall stops when the current does. Dividing $\Omega$ by $V$,
$$\frac{d\varphi}{dX}=\frac{s(\beta-\alpha)}{(1+\alpha\beta)\Delta},$$
so the turn per distance does not depend on the pulse shape.

**Contrast with a field.** An axial field $B$ adds $-M_sB\cos\theta$ to the energy density, hence $B_\theta=-B\sin\theta$. The second relation in (5) gains $\gamma B$, and the same elimination gives
$$V=\frac{(1+\alpha\beta)u+s\alpha\Delta\gamma B}{1+\alpha^2}. \tag{6}$$
The field-driven part is proportional to the width and, for $\alpha\ll1$, to the damping.

## Proposition: other planar profiles

Real stray fields are non-local, and the wall need not be a $\tanh$. Suppose the energy is invariant under translation along, and rotation about, the axis, and the static wall is planar. Define
$$\Delta_a=\tfrac12\int\sin^2\theta_0\,dz,\qquad \frac1{\Delta_b}=\tfrac12\int\theta_0'^2\,dz,\qquad r=\frac{\Delta_a}{\Delta_b}.$$
For steady motion, to first order in $u$,
$$V=\frac{1+\alpha\beta r}{1+\alpha^2r}\,u,\qquad \Omega=\frac{s(\beta-\alpha)}{1+\alpha^2r}\frac{u}{\Delta_b},\qquad r\ge1. \tag{7}$$

*Proof.* The profile may distort by an amount of order $u$. Rotational invariance means no net internal torque about the axis: $\int B_\varphi\sin\theta\,dz=0$. Translational invariance means no net internal force: $\int(B_\theta\theta'+B_\varphi\sin\theta\,\varphi')dz=0$. In the latter, $B_\varphi$ and $\varphi'$ are each of order $u$, so $\int B_\theta\theta'dz=0$ to first order. Multiply (3) by $\sin\theta$ and integrate. With $\int\sin\theta_0\,\theta_0'dz=2s$ and products of small quantities dropped,
$$-2sV=-2\alpha\Omega\Delta_a-2su .$$
Multiply (4) by $\theta'$ and integrate:
$$2s\Omega=(\beta u-\alpha V)\,\frac{2}{\Delta_b}.$$
Thus $V=u+\alpha s\Delta_a\Omega$ and $\Omega=s(\beta u-\alpha V)/\Delta_b$. Eliminating $\Omega$ gives $V(1+\alpha^2r)=u(1+\alpha\beta r)$, and $\beta(1+\alpha^2r)-\alpha(1+\alpha\beta r)=\beta-\alpha$ gives $\Omega$. The Cauchy–Schwarz inequality, $4\le(2\Delta_a)(2/\Delta_b)$, gives $r\ge1$. $\square$

The profile thus affects $V$ through the number $r$, multiplied by $\alpha^2$ or $\alpha\beta$; scaling the width at fixed shape changes nothing. For an anisotropy energy density proportional to $\sin^2\theta+4\sin^4\theta$, $r=1.0429$. With $\alpha=1$, $\beta=0$, $u=0.03$, (7) gives $V=0.01469$ and the grid integration $0.01468$, while $r=1$ would give $0.01500$.

## Where the threshold comes from

**Transverse anisotropy.** Add $K_\perp m_y^2=K_\perp\sin^2\theta\sin^2\varphi$ with $K_\perp\ll K$, so that the change of width is negligible. Then
$$B_\varphi=-\frac{1}{M_s\sin\theta}\frac{\partial}{\partial\varphi}\left(K_\perp\sin^2\theta\sin^2\varphi\right)=-\frac{K_\perp}{M_s}\sin\theta\sin2\varphi,$$
and (3) gives
$$V=u+\alpha s\Delta\Omega+s\,u_c\sin2\varphi,\qquad u_c=\frac{\gamma K_\perp\Delta}{M_s}. \tag{8}$$
The second relation in (5) is unchanged. If the angle is constant, it gives $V=\beta u/\alpha$, and (8) then requires $(\beta/\alpha-1)u=su_c\sin2\varphi$. This is possible when $|\beta/\alpha-1||u|\le u_c$. For $\beta=0$ the locked wall is at rest: the anisotropy absorbs the whole adiabatic torque, and $u_c$ is the intrinsic threshold. For $\beta\neq0$ the locked wall moves, so what remains is a threshold for rotation. In the round wire $u_c=0$, so no static torque is available to balance the adiabatic one.

Grid runs with $K_\perp/K=0.4$ and $\alpha=0.5$, where (8) estimates $u_c=0.2$, showed the three behaviours. For $\beta=0$, the mean speed over the last quarter of the run was $0.0001$ at $u=0.1$ and $0.249$ at $u=0.3$. That window is shorter than a half-turn of the moving wall, so the second value shows that the wall runs but is not its long-time mean, which is about $0.19$. For $\beta=2\alpha$ and $u=0.1$ it was $0.1999$, against $\beta u/\alpha=0.2$.

**Pinning.** Let a defect act as an axial field that varies slowly over a wall width, keeps the rotational symmetry and opposes the motion with maximum $B_p$. By (6), the wall passes when
$$|u|>u_p=\frac{\alpha\gamma B_p\Delta}{1+\alpha\beta}. \tag{9}$$
This extrinsic threshold is small when $\alpha$ is small. A held wall is not at rest: the first relation in (5), which an axial field does not change, gives for $V=0$ $\Omega=-su/(\alpha\Delta)$.

## Worked example

Take rough values typical of permalloy: $M_s=800$ kA/m, $A=13$ pJ/m, $\alpha=0.02$, $\beta=0.04$, $P=0.5$. The diameter is 10 nm and the current density $5\times10^7$ A/cm², applied for 2 ns. Then $K=\mu_0M_s^2/4=201$ kJ/m³ and
$$\Delta=\sqrt{\frac{1.3\times10^{-11}}{2.011\times10^5}}\ \text{m}=8.04\ \text{nm}.$$
The drift velocity is $u=18.11$ m/s. The factor $(1+0.0008)/(1+0.0004)$ exceeds one by $4\times10^{-4}$, so $V=18.12$ m/s. For a head-to-head wall,
$$\Omega=\frac{0.02\times18.11}{1.0004\times8.04\times10^{-9}}\ \text{s}^{-1}=45\ \text{Mrad/s}\quad(7.2\ \text{MHz}).$$
One pulse moves the wall 36 nm and turns it by $5.2^\circ$. A full turn takes about $2\pi\Delta/(\beta-\alpha)=2.5$ µm of travel.

**Non-local stray field.** Since $R=5$ nm is not small against $\Delta$, the local $K$ needs a correction. For axial magnetization $Me^{ikz}$ inside the wire, the magnetic potential obeys $\nabla^2\Phi=ikMe^{ikz}$. Leaving out $e^{ikz}$, it is $-iM/k+aI_0(k\rho)$ inside and $bK_0(k\rho)$ outside, with $I_n,K_n$ modified Bessel functions. Continuity of the potential and its radial slope at $x=kR$, with $I_0K_1+I_1K_0=1/x$, gives $a=iMxK_1(x)/k$. Hence $H_z=-M[1-xK_1(x)I_0(k\rho)]$. The disc average of $I_0(k\rho)$ is $2I_1(x)/x$, so the averaged demagnetizing factor is
$$N_z=1-2I_1(x)K_1(x),\qquad N_x=\tfrac12(1-N_z),$$
the second because the three factors sum to one. Fourier transforming the profile of Lemma 1 gives the variational energy
$$E(\Delta)=\frac{2A}{\Delta}+\frac{\mu_0M_s^2}{2}\int\frac{dk}{2\pi}\,\pi^2\Delta^2\left[\frac{N_z}{\sinh^2(\pi k\Delta/2)}+\frac{N_x}{\cosh^2(\pi k\Delta/2)}\right].$$
Its minimum lies at $\Delta=8.87$ nm; doubling the quadrature points shifts this by $8\times10^{-4}$ nm. The $\tanh$ shape and uniform cross-section are kept, so this is an estimate. It lowers $\Omega$ by about 9%, to 41 Mrad/s, and leaves $V$ unchanged.

**Ellipticity.** For semi-axes $a>b$, the surface charge gives the factor along $a$ as the average over $t$ of $ab\cos^2t/(a^2\cos^2t+b^2\sin^2t)$, which is $b/(a+b)$; along $b$ it is $a/(a+b)$. Hence $K_\perp=\tfrac12\mu_0M_s^2(a-b)/(a+b)$. A 1% difference of axes gives $2.0$ kJ/m³ and $u_c=3.5$ m/s. With $\beta=0$ and no thermal motion, this alone would create a threshold of $1\times10^7$ A/cm² for steady motion. At 300 K the barrier to turning, $2\Delta SK_\perp$, is only about $0.6\,k_BT$, so thermal turning washes this threshold out. With $\beta=2\alpha$, $|\beta/\alpha-1|u$ is $5.1$ times $u_c$, so the wall turns. By (8), its instantaneous speed can still differ from $u$ by up to about 20%, depending on its angle. Below the locking limit, and without thermal turning, the speed would follow $\beta u/\alpha=2u$ instead of $u$.

**Pinning and Oersted field.** In an exactly round wire, a 5 mT pin gives $u_p=0.14$ m/s, or $4\times10^5$ A/cm². Ellipticity can raise this threshold: by locking the angle it lets the pin hold the wall up to drift velocities of the order of $u_c$, if thermal turning is absent and the wall sits locked in the pin; a wall whose angle is already turning fast in the pin's field passes close to $u_p$. The Oersted field reaches $\mu_0JR/2=1.6$ mT at the surface, against a shape field $\mu_0M_s/2=503$ mT. It circles the axis and averages to zero over the cross-section, so it exerts no net torque on uniform magnetization there.

**Heating.** With a rough resistivity $\rho_e=25$ µΩ cm and heat capacity $C=3.9$ J/(cm³ K), $\rho_eJ^2/C=16$ K/ns. Without heat loss the pulse warms the wire by 32 K.

**Thermal wandering.** By (6), an axial field exerts the force $2sM_sSB$ and produces the velocity $s\alpha\gamma\Delta B/(1+\alpha^2)$. The Einstein relation, $k_BT$ times velocity per force, gives
$$D_X=\frac{k_BT\,\alpha\gamma\Delta}{2M_sS(1+\alpha^2)} .$$
For the angle, apply a field $B_\tau\sin\theta\,\mathbf e_\varphi$, whose torque is $M_sSB_\tau\int\sin^2\theta\,dz=2M_sS\Delta B_\tau$. Equations (3) and (4) with $u=0$ give $-sV/\Delta=\gamma B_\tau-\alpha\Omega$ and $\Omega=-\alpha sV/\Delta$, so $\Omega=\alpha\gamma B_\tau/(1+\alpha^2)$. Dividing by the torque yields $D_\varphi=D_X/\Delta^2$. At 300 K, $D_X=0.93$ nm²/ns, and the spreads $\sqrt{2Dt}$ after 2 ns are 1.9 nm and $14^\circ$. In an exactly round wire the position is well defined compared with the 36 nm shift. With 1% ellipticity this does not last: the thermally random angle enters the speed through $u_c\sin2\varphi$ in (8), and the spread is about 5 nm at the end of the pulse and about 20 nm after 10 ns. The angular spread exceeds the driven turn of $5^\circ$, so a single pulse does not reveal the sign of $\beta-\alpha$. The drift grows as $t$ and the spread as $\sqrt t$, so longer driving or averaging is needed.

**Beside real wires.** The material values are ordinary for permalloy, except that $\beta$ is poorly known; since $\Omega\propto\beta-\alpha$, even its sign is uncertain. The current density is high but in the range used for wall motion. A 10 nm diameter is thin for a fabricated wire. In permalloy wires thicker than roughly a few tens of nanometres, magnetization curling around the axis replaces the transverse wall, and the theorem no longer applies. Within its range, the result is sensitive to the roundness of the cross-section: 1% ellipticity already allows the 20% speed variation found above. Eliminating $\Omega$ between (8) and the second relation in (5) gives $(1+\alpha^2)V=(1+\alpha\beta)u+s\,u_c\sin2\varphi$, so the anisotropy changes the speed during the pulse little when $|u|\gg u_c$. The rule "no threshold to subtract, no width to compute" therefore holds for the motion during the pulse in a nearly round wire with $|u|\gg u_p$ and $|u|\gg u_c$.

The final position needs more care. Integrating the second relation in (5) gives a displacement $(\beta\int u\,dt-s\Delta\,\delta\varphi)/\alpha$, where $\delta\varphi$ is the net turn. If a slight ellipticity brings the angle back to its starting value after the pulse, the wall keeps moving meanwhile, and its net shift becomes $(\beta/\alpha)\int u\,dt$, however large $u/u_c$ is. In the example with 1% ellipticity and no thermal motion, this would be 72 nm instead of 36 nm, approached exponentially with a time constant of about 57 ns, so that several such times are needed. At 300 K thermal turning removes most of this extra mean shift, because the barrier to turning is below $k_BT$; with a barrier of many $k_BT$ it would remain. The small mean shift does not make the final position sharp: at 1% ellipticity and 300 K the long-time diffusion constant of an unpinned wall is roughly 100 nm²/ns instead of 0.93 nm²/ns, so the spread exceeds the 36 nm shift within a few tens of nanoseconds unless a pin holds the wall. The numerical output lists the remaining cases.

## Table of computed values

```
Grid runs; V in Delta0*w0, Omega in w0 (formula | simulated)
 beta=0        V 0.09901 | 0.09899  Omega -0.00990 | -0.00990
 beta=alpha    V 0.10000 | 0.09998  Omega 0.00000 | 0.00000
 beta=3alpha   V 0.10198 | 0.10196  Omega 0.01980 | 0.01980
 tail-to-tail  V 0.10198 | 0.10196  Omega -0.01980 | -0.01980
 wider wall    V 0.10198 | 0.10198  Omega 0.01400 | 0.01400
 tiny current  V 0.00198 | 0.00198  Omega -0.00020 | -0.00020
 axial field   V 0.01376 | 0.01376  Omega 0.04587 | 0.04587
 axial torque  V -0.04587 | -0.04587  Omega 0.01376 | 0.01376
 field stall   V 0.00000 | -0.00000  Omega -0.09259 | -0.09259
 non-tanh wall V 0.01469 | 0.01468  Omega -0.01383 | -0.01384
 non-tanh wall: width ratio r = 1.0429
 pulse: displacement 3.0594 | 3.0606 Delta0, later speed 2.6e-15
 Kperp/K=0.4, beta=0: u=0.1 gives V=0.0001, u=0.3 gives V=0.249
 Kperp/K=0.4, beta=2alpha, u=0.1: V=0.1999, |Omega|=0.0000
Cylinder length=diameter, demag factor: kernel 0.3113, end charges 0.3116
Thin-wire stray energy / local anisotropy energy: 1.0003
Inputs: Ms 800 kA/m, A 13 pJ/m, alpha 0.02, beta 0.04, P 0.5
Inputs: diameter 10 nm, J 5.0e+07 A/cm2, pulse 2 ns, T 300 K
gamma = 1.7609e+11 1/(s T)
Shape anisotropy K = 201.1 kJ/m3
Exchange length = 5.69 nm
Local wall width Delta = 8.04 nm
Spin-drift velocity u = 18.110 m/s
Wall speed V = 18.117 m/s; V/u - 1 = 4.0e-04
Rotation rate Omega = 45.03 Mrad/s = 7.17 MHz
One pulse: displacement 36.2 nm, turn 5.16 deg
Non-local variational width = 8.87 nm (shift on doubling quadrature 8.3e-04 nm)
Rotation rate with non-local width = 40.81 Mrad/s
1% ellipticity: Kperp = 2.00 kJ/m3, u_c = 3.54 m/s
  as current density for beta=0: 9.78e+06 A/cm2
  u|beta/alpha-1|/u_c = 5.11 (turns if above 1)
  locked speed beta*u/alpha would be 36.2 m/s
Pin of 5 mT: threshold u = 0.141 m/s, J = 3.91e+05 A/cm2
Oersted field at surface = 1.57 mT; shape field mu0*Ms/2 = 503 mT
Rough resistivity 25 uOhm cm, heat capacity 3.9 J/(cm3 K)
Heating without heat loss = 16.0 K/ns, 32 K per pulse
Thermal diffusion: D_X = 0.933 nm2/ns, D_phi = 14.43 rad2/us
Thermal spread in one pulse: 1.93 nm, 13.8 deg
```
